**Inverse-cumulative sampling of the Brooks–Herring scattering angle**

The program tests the formula $\cos\theta=1-2R/[1+a(1-R)]$ with $a=4k^2\lambda^2$, where $k$ is the electron wavenumber, $\lambda$ the screening length and $R$ a uniform random number. It transforms the screened potential numerically, integrates the resulting Born angular distribution, and asserts that the sampled angles are its correct quantiles. It also asserts the mean of $1-\cos\theta$ by quadrature, and the total rate by a golden-rule integral with a narrow Gaussian in place of the energy delta function. Further assertions cover the isotropic limit, the sine at very small angles, and the mean direction after each of ten simulated events. The largest error in cumulative probability is $7.6\times10^{-14}$, and the largest relative error of the total rate is $6.4\times10^{-8}$. For the model parameters at 100 meV, the output shows a median angle of 13.2 degrees and a mean loss of forward projection of 0.092 per event. The tests concern sampling and rates within the Born approximation, not the accuracy of that approximation.

## Program and output

```python
"""
Angle sampling for Brooks-Herring scattering (Hartree atomic units).

Result under test: for the potential V(r) = -Z exp(-r/lam)/(kappa r), in the
Born approximation and with |k'| = k, the scattering angle is sampled by
    cos(theta) = 1 - 2 R / (1 + a (1 - R)),    a = 4 k^2 lam^2,
where R is uniform on [0, 1) and the azimuth is uniform on [0, 2 pi).

Symbols: k wavenumber, lam screening length, kappa dielectric constant,
Z ion charge number, mass band mass, density number of ions per volume,
loss = mean of 1 - cos(theta) in one event.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
HARTREE_MEV = physical_constants["Hartree energy in eV"][0] * 1e3
TIME_S = physical_constants["atomic unit of time"][0]

# Model parameters
mass, kappa, Z = 0.07, 12.0, 1.0
lam_nm, density_cm3 = 10.0, 1.0e17
energies_mev = [25.0, 100.0, 400.0]
lam = lam_nm / BOHR_NM
density = density_cm3 * (BOHR_NM * 1e-7) ** 3


def gauss(n, low, high):
    """Gauss-Legendre nodes and weights on [low, high]."""
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---------- formulas under test ----------
def sample_cos(R, a):
    return 1 - 2 * R / (1 + a * (1 - R))


def sample_sin(R, a):
    return 2 * np.sqrt(R * (1 - R) * (1 + a)) / (1 + a * (1 - R))


def half_angle_theta(R, a):
    return 2 * np.arctan(np.sqrt(R / ((1 - R) * (1 + a))))


def born_v(q):
    return -4 * np.pi * Z / (kappa * (q**2 + lam**-2))


def total_rate(k):
    a = 4 * k**2 * lam**2
    return (16 * np.pi * density * Z**2 * mass * k * lam**4
            / (kappa**2 * (1 + a)))


def mean_loss(a):
    return 2 * (1 + a) / a**2 * (np.log1p(a) - a / (1 + a))


# ---------- independent evaluation from the definitions ----------
radius, radius_weight = gauss(800, 0.0, 40 * lam)
potential = -Z * np.exp(-radius / lam) / (kappa * radius)


def numeric_v(q):
    """Fourier transform of the potential by radial quadrature."""
    kernel = np.sinc(np.outer(q, radius) / np.pi)
    return kernel @ (4 * np.pi * radius**2 * potential * radius_weight)


def angular_integral(k, theta_max, weight=lambda t: 1.0):
    """Integral of |V(q)|^2 sin(theta) weight(theta) from 0 to theta_max."""
    theta, w = gauss(200, 0.0, theta_max)
    incoming = np.array([0.0, 0.0, k])
    outgoing = k * np.stack(
        [np.sin(theta), np.zeros_like(theta), np.cos(theta)], axis=1)
    q = np.linalg.norm(outgoing - incoming, axis=1)
    return np.sum(w * numeric_v(q)**2 * np.sin(theta) * weight(theta))


def broadened_rate(k, relative_width):
    """Golden-rule rate with a Gaussian in place of the delta function."""
    energy = k**2 / (2 * mass)
    width = relative_width * energy
    e_out, e_weight = gauss(80, energy - 8 * width, energy + 8 * width)
    mu, mu_weight = gauss(200, -1.0, 1.0)
    k_out = np.sqrt(2 * mass * e_out)
    q2 = (k**2 + k_out[:, None]**2
          - 2 * k * k_out[:, None] * mu[None, :])
    shell = born_v(np.sqrt(q2))**2 @ mu_weight
    line = (np.exp(-(e_out - energy)**2 / (2 * width**2))
            / (width * np.sqrt(2 * np.pi)))
    # d^3k' / (2 pi)^3 = mass k' dE' dmu / (4 pi^2) after the azimuth
    return (2 * np.pi * density
            * np.sum(e_weight * line * mass * k_out * shell) / (4 * np.pi**2))


wavenumbers = [np.sqrt(2 * mass * e / HARTREE_MEV) for e in energies_mev]

# Fourier transform of the screened potential
q_test = np.linspace(0.0, 2 * max(wavenumbers), 40)
error_v = np.max(np.abs(numeric_v(q_test) / born_v(q_test) - 1))
assert error_v < 1e-9

# Quantiles: the numerical cumulative function at theta(R) must return R
R_test = np.array([0.001, 0.1, 0.25, 0.5, 0.75, 0.9, 0.999])
error_cdf = 0.0
error_loss = 0.0
error_rate = 0.0
for k in wavenumbers + [0.05 / lam, 1.0 / lam]:
    a = 4 * k**2 * lam**2
    norm = angular_integral(k, np.pi)
    for R in R_test:
        theta = np.arccos(sample_cos(R, a))
        error_cdf = max(error_cdf,
                        abs(angular_integral(k, theta) / norm - R))
        assert abs(half_angle_theta(R, a) - theta) < 1e-9
        assert abs(sample_sin(R, a) - np.sin(theta)) < 1e-9
    loss_numeric = angular_integral(k, np.pi, lambda t: 1 - np.cos(t)) / norm
    error_loss = max(error_loss, abs(loss_numeric / mean_loss(a) - 1))
assert error_cdf < 1e-9
assert error_loss < 1e-8

# Total rate; the two widths remove the error quadratic in the width
for k in wavenumbers:
    wide, narrow = broadened_rate(k, 0.004), broadened_rate(k, 0.002)
    extrapolated = (4 * narrow - wide) / 3
    error_rate = max(error_rate, abs(extrapolated / total_rate(k) - 1))
assert error_rate < 1e-6

# Isotropic limit: the deviation from 1 - 2R must vanish with a
a_small = 1e-4
deviation_iso = np.max(np.abs(sample_cos(R_test, a_small) - (1 - 2 * R_test)))
assert deviation_iso < a_small

# Small-angle sine against a 50-digit evaluation of the cosine formula
k_main = wavenumbers[1]
a_main = 4 * k_main**2 * lam**2
R_tiny = 1e-15
mp.mp.dps = 50
R_mp, a_mp = mp.mpf(R_tiny), mp.mpf(float(a_main))
cos_mp = 1 - 2 * R_mp / (1 + a_mp * (1 - R_mp))
sin_reference = float(mp.sqrt(1 - cos_mp**2))
sin_stable = sample_sin(R_tiny, a_main)
sin_naive = np.sqrt(1 - sample_cos(R_tiny, a_main)**2)
assert abs(sin_stable / sin_reference - 1) < 1e-12
assert abs(sin_naive / sin_reference - 1) > 0.5

# Repeated events: rotate many directions and follow the mean projection
rng = np.random.default_rng(12345)
particles, events = 200000, 10
direction = np.tile([0.0, 0.0, 1.0], (particles, 1))
history = []
for event in range(1, events + 1):
    R = rng.random(particles)
    phi = 2 * np.pi * rng.random(particles)
    cos_t = sample_cos(R, a_main)[:, None]
    sin_t = sample_sin(R, a_main)[:, None]
    near_z = np.abs(direction[:, 2:3]) > 0.9
    helper = np.where(near_z, [[1.0, 0.0, 0.0]], [[0.0, 0.0, 1.0]])
    e1 = np.cross(direction, helper)
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(direction, e1)
    direction = (cos_t * direction + sin_t
                 * (np.cos(phi)[:, None] * e1 + np.sin(phi)[:, None] * e2))
    projection = direction[:, 2]
    mean = projection.mean()
    standard_error = projection.std() / np.sqrt(particles)
    predicted = (1 - mean_loss(a_main))**event
    assert abs(mean - predicted) < 5 * standard_error
    if event in (1, 5, 10):
        history.append((event, mean, standard_error, predicted))
assert np.max(np.abs(np.linalg.norm(direction, axis=1) - 1)) < 1e-12

# ---------- printed results ----------
print(f"band mass = {mass} electron masses; kappa = {kappa}; Z = {Z}")
print(f"screening length = {lam_nm} nm = {lam:.3f} bohr")
print(f"ion density = {density_cm3:.1e} cm^-3 = {density:.4e} bohr^-3")
for e, k in zip(energies_mev, wavenumbers):
    a = 4 * k**2 * lam**2
    median, ninety = np.degrees(half_angle_theta(np.array([0.5, 0.9]), a))
    rate = total_rate(k)
    loss = mean_loss(a)
    print(f"energy = {e:.0f} meV: k = {k:.6f} bohr^-1, a = {a:.3f}")
    print(f"  median angle = {median:.2f} deg, 90% angle = {ninety:.2f} deg")
    print(f"  mean loss L = {loss:.5f}, 1/L = {1/loss:.2f} events")
    print(f"  total rate = {rate:.4e} a.u. = {rate/TIME_S:.4e} s^-1")
    print(f"  momentum relaxation rate = {rate*loss/TIME_S:.4e} s^-1")
    print(f"  Coulomb parameter Z m/(kappa k) = {Z*mass/(kappa*k):.3f}")
print(f"samples at {energies_mev[1]:.0f} meV:")
for R in (0.1, 0.25, 0.5, 0.75, 0.9, 0.99):
    c = sample_cos(R, a_main)
    print(f"  R = {R:.2f}: u = {(1-c)/2:.6f}, cos = {c:.6f}, "
          f"theta = {np.degrees(np.arccos(c)):.2f} deg")
print(f"mean projection on first direction, {particles} particles:")
for event, mean, standard_error, predicted in history:
    print(f"  after {event} events: simulated {mean:.4f} "
          f"+- {standard_error:.4f}, (1-L)^j = {predicted:.4f}")
print(f"R = {R_tiny:.0e}: stable sine = {sin_stable:.4e}, "
      f"sqrt(1-cos^2) = {sin_naive:.4e}")
print(f"largest relative error of V(q) = {error_v:.1e}")
print(f"largest error of cumulative probability = {error_cdf:.1e}")
print(f"largest relative error of L = {error_loss:.1e}")
print(f"largest relative error of total rate = {error_rate:.1e}")
print(f"a = {a_small:.0e}: largest |cos - (1-2R)| = {deviation_iso:.1e}")
print("finished without a failed check")
```

Output:

```
band mass = 0.07 electron masses; kappa = 12.0; Z = 1.0
screening length = 10.0 nm = 188.973 bohr
ion density = 1.0e+17 cm^-3 = 1.4818e-08 bohr^-3
energy = 25 meV: k = 0.011341 bohr^-1, a = 18.373
  median angle = 25.60 deg, 90% angle = 68.56 deg
  mean loss L = 0.23134, 1/L = 4.32 events
  total rate = 2.7032e-04 a.u. = 1.1175e+13 s^-1
  momentum relaxation rate = 2.5853e+12 s^-1
  Coulomb parameter Z m/(kappa k) = 0.514
energy = 100 meV: k = 0.022682 bohr^-1, a = 73.491
  median angle = 13.22 deg, 90% angle = 38.33 deg
  mean loss L = 0.09169, 1/L = 10.91 events
  total rate = 1.4060e-04 a.u. = 5.8126e+12 s^-1
  momentum relaxation rate = 5.3298e+11 s^-1
  Coulomb parameter Z m/(kappa k) = 0.257
energy = 400 meV: k = 0.045365 bohr^-1, a = 293.965
  median angle = 6.66 deg, 90% angle = 19.82 deg
  mean loss L = 0.03202, 1/L = 31.23 events
  total rate = 7.1015e-05 a.u. = 2.9359e+12 s^-1
  momentum relaxation rate = 9.4003e+10 s^-1
  Coulomb parameter Z m/(kappa k) = 0.129
samples at 100 meV:
  R = 0.10: u = 0.001489, cos = 0.997021, theta = 4.42 deg
  R = 0.25: u = 0.004455, cos = 0.991090, theta = 7.65 deg
  R = 0.50: u = 0.013247, cos = 0.973507, theta = 13.22 deg
  R = 0.75: u = 0.038714, cos = 0.922572, theta = 22.69 deg
  R = 0.90: u = 0.107796, cos = 0.784408, theta = 38.33 deg
  R = 0.99: u = 0.570634, cos = -0.141269, theta = 98.12 deg
mean projection on first direction, 200000 particles:
  after 1 events: simulated 0.9082 +- 0.0005, (1-L)^j = 0.9083
  after 5 events: simulated 0.6180 +- 0.0009, (1-L)^j = 0.6182
  after 10 events: simulated 0.3822 +- 0.0011, (1-L)^j = 0.3822
R = 1e-15: stable sine = 7.3279e-09, sqrt(1-cos^2) = 0.0000e+00
largest relative error of V(q) = 1.1e-12
largest error of cumulative probability = 7.6e-14
largest relative error of L = 8.0e-13
largest relative error of total rate = 6.4e-08
a = 1e-04: largest |cos - (1-2R)| = 5.0e-05
finished without a failed check
```
